**Electric-field shift of a donor's isotropic hyperfine constant: symmetry and quadratic coefficient**

The program examines $A(\mathbf E)=A(0)[1+\eta_2E^2+\eta_3E_xE_yE_z+\dots]$, where $A$ is the isotropic hyperfine constant of a donor on a tetrahedral site, $\mathbf E$ the electric field, and $\eta_2$, $\eta_3$ the quadratic and cubic coefficients. It enumerates the 24 operations of the site group and asserts that their averages allow no linear invariant, one quadratic and one cubic. In a three-dimensional model without inversion it asserts that the even shift agrees with the sum over states within 1% for three field directions, that the odd part along [111] is cubic, and that an interface-like term produces a linear shift. It verifies the hydrogenic solution symbolically and asserts that a Gaussian basis reproduces the coefficient $-31/2$ within 0.5%. For silicon it asserts that the average over valley axes agrees within 1% with a finite-field diagonalization of the coupled valleys. The output gives $\eta_2\approx-3.0\times10^{-3}$ µm²/V² for a phosphorus-like donor, which is −90 kHz out of 120 MHz at 0.5 V/µm. It also prints the estimated effects of strain, tunnelling, mass anisotropy, central-cell radius and a nearby charge.

## Numerical verification

```python
# Result under test: for a donor with tetrahedral (T_d) site symmetry the
# isotropic hyperfine constant A, proportional to |psi(0)|^2, obeys
#     A(E) = A(0) * (1 + eta2*E^2 + cubic term Ex*Ey*Ez + ...)
# with no linear term, and eta2 follows from second-order perturbation theory.
# Symbols: f = e*E*a/Ha is the field in effective atomic units, a the effective
# Bohr radius, Ha the effective Hartree energy, eta the coefficient of f^2.
# Silicon model: anisotropic-mass valleys with a Coulomb potential, coupled by a
# short-range separable central-cell term that is felt by the A1 state only.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import block_diag, eigh


def ground_vector(hamiltonian):
    return eigh(hamiltonian, subset_by_index=[0, 0])[1][:, 0]


def contact_density(hamiltonian, origin_values):
    return float(origin_values @ ground_vector(hamiltonian)) ** 2


def perturbative_coefficients(hamiltonian, dipole, origin_values):
    """Sum over states: relative contact shift / f^2 and energy shift / f^2."""
    energy, states = eigh(hamiltonian)
    d = states.T @ dipole @ states
    c = states.T @ origin_values
    gap = energy[1:] - energy[0]
    first = -d[1:, 0] / gap
    second = -(d[1:, 1:] @ first) / gap
    eta = 2 * (c[1:] @ second) / c[0] - first @ first
    return float(eta), float(d[0, 1:] @ first)


# ---------- 1. Invariants of the 24 operations of T_d ----------
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        if np.prod(signs) == 1:          # these operations leave x*y*z unchanged
            operations.append(np.diag(signs) @ np.eye(3)[list(perm)])
R = np.array(operations)
assert len(R) == 24
mean1 = R.mean(axis=0)
mean2 = np.einsum('gia,gjb->ijab', R, R) / 24
mean3 = np.einsum('gia,gjb,gkc->ijkabc', R, R, R) / 24
abs_eps = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    abs_eps[p] = 1.0
assert np.allclose(mean1, 0)
assert np.allclose(mean2, np.einsum('ij,ab->ijab', np.eye(3), np.eye(3)) / 3)
assert np.allclose(mean3, np.einsum('ijk,abc->ijkabc', abs_eps, abs_eps) / 6)
print("T_d operations:", len(R))
print(f"invariants of rank 1, 2, 3: {np.trace(mean1):.0f}, "
      f"{np.einsum('ijij', mean2):.0f}, {np.einsum('ijkijk', mean3):.0f}")

# ---------- 2. A T_d model without inversion, in finite fields ----------
# Oscillator plus strength*x*y*z*exp(-r^2/4), oscillator units.
n1 = 8
strength = 1.5
nodes, weights = np.polynomial.hermite.hermgauss(60)


def hermite_table(x):
    x = np.atleast_1d(np.asarray(x, dtype=float))
    rows = [np.full_like(x, np.pi ** -0.25)]
    rows.append(np.sqrt(2.0) * x * rows[0])
    for n in range(1, n1 - 1):
        rows.append(np.sqrt(2 / (n + 1)) * x * rows[n]
                    - np.sqrt(n / (n + 1)) * rows[n - 1])
    return np.array(rows)


def kron3(p, q, s):
    return np.kron(np.kron(p, q), s)


table = hermite_table(nodes)
odd_well = (table * (weights * nodes * np.exp(-nodes ** 2 / 4))) @ table.T
one = np.eye(n1)
x1 = np.diag(np.sqrt(np.arange(1, n1) / 2), 1)
x1 = x1 + x1.T
h1 = np.diag(np.arange(n1) + 0.5)
position = [kron3(x1, one, one), kron3(one, x1, one), kron3(one, one, x1)]
h_td = (kron3(h1, one, one) + kron3(one, h1, one) + kron3(one, one, h1)
        + strength * kron3(odd_well, odd_well, odd_well))
phi0 = hermite_table(0.0)[:, 0]
origin_td = np.kron(np.kron(phi0, phi0), phi0)


def odd_even_shift(hamiltonian, direction, field):
    n = np.array(direction, dtype=float)
    n /= np.linalg.norm(n)
    force = field * sum(n[i] * position[i] for i in range(3))
    zero = contact_density(hamiltonian, origin_td)
    plus = contact_density(hamiltonian + force, origin_td) / zero
    minus = contact_density(hamiltonian - force, origin_td) / zero
    return (plus - minus) / 2, (plus + minus) / 2 - 1


small = 0.03
eta_td, _ = perturbative_coefficients(h_td, position[2], origin_td)
print(f"T_d model, sum over states: eta = {eta_td:.4f} (oscillator units)")
for direction in ((0, 0, 1), (1, 1, 0), (1, 1, 1)):
    odd, even = odd_even_shift(h_td, direction, small)
    print(f"  field {direction}: even/f^2 = {even / small**2:.4f}, "
          f"odd part = {odd:.1e}")
    assert abs(even / small ** 2 / eta_td - 1) < 0.01   # f^4 terms remain
    if direction != (1, 1, 1):
        assert abs(odd) < 1e-10
odd_1 = odd_even_shift(h_td, (1, 1, 1), small)[0]
odd_2 = odd_even_shift(h_td, (1, 1, 1), 2 * small)[0]
assert abs(odd_1) > 1e-9 and abs(odd_2 / odd_1 - 8) < 0.4
print(f"  [111] odd part, field doubled: factor {odd_2 / odd_1:.2f}")
h_interface = h_td + 0.3 * kron3(one, one, odd_well)
lin_1 = odd_even_shift(h_interface, (0, 0, 1), small)[0]
lin_2 = odd_even_shift(h_interface, (0, 0, 1), 2 * small)[0]
assert abs(lin_1) > 1e-5 and abs(lin_2 / lin_1 - 2) < 0.1
print(f"  interface-like term added: odd part {lin_1:.2e}, "
      f"doubled field: factor {lin_2 / lin_1:.3f}")
# <xy> has the symmetry of an off-diagonal dipolar hyperfine component.
xy = position[0] @ position[1]
tensor = []
for field in (small, 2 * small):
    up = ground_vector(h_td + field * position[2])
    down = ground_vector(h_td - field * position[2])
    tensor.append((up @ xy @ up - down @ xy @ down) / 2)
assert abs(tensor[0]) > 1e-6 and abs(tensor[1] / tensor[0] - 2) < 0.1
print(f"  <xy> odd in Ez: {tensor[0]:.2e}, doubled field: "
      f"factor {tensor[1] / tensor[0]:.3f}")

# ---------- 3. Closed hydrogenic solution, symbolic ----------
r = sp.symbols('r', positive=True)
p = r + r ** 2 / 2                       # first order: -p(r)*cos(theta)*psi0
g = -sp.Rational(31, 4) + 3 * r ** 2 / 4 + r ** 3 / 4 + r ** 4 / 24


def average(expression):
    return sp.integrate(sp.expand(4 * r ** 2 * expression) * sp.exp(-2 * r),
                        (r, 0, sp.oo))


energy_2 = -average(r * p / 3)
res_1 = -(p.diff(r, 2) + 2 * p.diff(r) / r - 2 * p / r ** 2
          - 2 * p.diff(r)) / 2 - r
res_2 = -(g.diff(r, 2) + 2 * g.diff(r) / r - 2 * g.diff(r)) / 2 \
    - (r * p / 3 + energy_2)
assert sp.simplify(res_1) == 0 and sp.simplify(res_2) == 0
assert sp.simplify(2 * average(g) + average(p ** 2 / 3)) == 0
eta_hydrogen = 2 * g.subs(r, 0)
print(f"hydrogenic closed form: eta = {eta_hydrogen}, energy/f^2 = {energy_2} Ha")

# ---------- 4. Valley Hamiltonian in anisotropic Gaussians ----------
exponents = 0.015 * 2.5 ** np.arange(15)
u, wu = np.polynomial.legendre.leggauss(60)
u, wu = (u + 1) / 2, wu / 2              # u = cos(theta) on (0, 1)


def orthonormalizer(overlap):
    scale = 1 / np.sqrt(np.diag(overlap))
    s, vectors = np.linalg.eigh(overlap * np.outer(scale, scale))
    keep = s > 1e-8
    return scale[:, None] * vectors[:, keep] / np.sqrt(s[keep])


def valley(mt, ml, along_axis, core_radius, ratios=(0.5, 1, 2, 4)):
    """Even and odd blocks; field along or across the valley axis."""
    a = np.repeat(exponents, len(ratios))
    b = np.outer(exponents, ratios).ravel()
    A, B = a[:, None] + a, b[:, None] + b
    aa, bb = np.outer(a, a), np.outer(b, b)
    S = np.pi / A * np.sqrt(np.pi / B)
    Q = A[..., None] + (B - A)[..., None] * u ** 2
    even = 2 * aa * S / A / mt + bb * S / B / ml - 2 * np.pi * (1 / Q) @ wu
    if along_axis:
        S_odd = S / (2 * B)
        kinetic = aa * S / (A * B) / mt + 1.5 * bb * S / B ** 2 / ml
        coulomb = 2 * np.pi * (u ** 2 / Q ** 2) @ wu
    else:
        S_odd = S / (2 * A)
        kinetic = 2 * aa * S / A ** 2 / mt + 0.5 * bb * S / (A * B) / ml
        coulomb = np.pi * ((1 - u ** 2) / Q ** 2) @ wu
    Xe, Xo = orthonormalizer(S), orthonormalizer(S_odd)
    q = 1 / core_radius ** 2
    core = np.pi / (a + q) * np.sqrt(np.pi / (b + q))
    He = Xe.T @ even @ Xe
    Ho = Xo.T @ (kinetic - coulomb) @ Xo
    return {'He': (He + He.T) / 2, 'Ho': (Ho + Ho.T) / 2,
            'D': Xe.T @ S_odd @ Xo, 'v': Xe.sum(axis=0), 'chi': Xe.T @ core}


def core_strength(part, binding):
    energy, states = eigh(part['He'])
    return 1 / np.sum((states.T @ part['chi']) ** 2 / (energy + binding))


def assemble(parts, strength_core, valley_shift=None):
    """Couple the listed valley axes by the separable central-cell term."""
    shift = valley_shift if valley_shift is not None else [0.0] * len(parts)
    blocks, dips, chi, v = [], [], [], []
    for part, dw in zip(parts, shift):
        ne, no = part['D'].shape
        blocks.append(block_diag(part['He'], part['Ho']) + dw * np.eye(ne + no))
        dips.append(np.block([[np.zeros((ne, ne)), part['D']],
                              [part['D'].T, np.zeros((no, no))]]))
        chi.append(np.r_[part['chi'], np.zeros(no)])
        v.append(np.r_[part['v'], np.zeros(no)])
    chi = np.concatenate(chi)
    H = block_diag(*blocks) - strength_core / len(parts) * np.outer(chi, chi)
    return H, block_diag(*dips), np.concatenate(v)


H, D, v = assemble([valley(1.0, 1.0, True, 0.1)], 0.0)
eta_num, e2_num = perturbative_coefficients(H, D, v)
print(f"hydrogenic, Gaussian basis: eta = {eta_num:.3f}, "
      f"energy/f^2 = {e2_num:.4f} Ha")
assert abs(eta_num / float(eta_hydrogen) - 1) < 0.005    # finite basis
assert abs(e2_num / float(energy_2) - 1) < 0.002

# ---------- 5. Phosphorus-like donor in silicon (rough typical inputs) ----------
mt, ml, eps_r = 0.19, 0.92, 11.7
binding_meV, A0_MHz, field, temperature = 45.0, 120.0, 0.5, 4.0
core_nm = 0.2
m_iso = 3 / (2 / mt + 1 / ml)
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9 * eps_r / m_iso
hartree_meV = (const.physical_constants['Hartree energy in eV'][0] * 1e3
               * m_iso / eps_r ** 2)
f_per_field = bohr_nm / hartree_meV      # nm/meV equals um/V
binding = binding_meV / hartree_meV
f = field * f_per_field
to_um2 = f_per_field ** 2
print(f"inputs: mt = {mt}, ml = {ml}, eps_r = {eps_r}, "
      f"binding = {binding_meV} meV, A0 = {A0_MHz} MHz")
print(f"field = {field} V/um = {field * 0.01:.3f} MV/cm, T = {temperature} K, "
      f"core radius = {core_nm} nm")
print(f"mean mass = {m_iso:.4f}, a* = {bohr_nm:.3f} nm, Ha* = {hartree_meV:.2f} meV,"
      f" f = {f:.5f}")


def silicon(radius_nm, masses, ratios=(0.5, 1, 2, 4)):
    par = valley(*masses, True, radius_nm / bohr_nm, ratios)
    per = valley(*masses, False, radius_nm / bohr_nm, ratios)
    lam = core_strength(par, binding)
    c_par = perturbative_coefficients(*assemble([par], lam))
    c_per = perturbative_coefficients(*assemble([per], lam))
    return par, per, lam, c_par, c_per, (c_par[0] + 2 * c_per[0]) / 3


masses = (mt / m_iso, ml / m_iso)
par, per, lam, c_par, c_per, eta = silicon(core_nm, masses)
eta_basis = silicon(core_nm, masses, (0.35, 0.7, 1.4, 2.8, 5.6))[5]
assert abs(eta_basis / eta - 1) < 0.02                   # basis convergence
eta_wide = silicon(2 * core_nm, masses)[5]
eta_iso = silicon(core_nm, (1.0, 1.0))[5]
axes = [par, per, per]
H, D, v = assemble(axes, lam)
levels = eigh(H, eigvals_only=True, subset_by_index=[0, 2])
assert abs(levels[0] + binding) < 1e-5 * binding
gap_meV = (levels[1] - levels[0]) * hartree_meV
rho0 = contact_density(H, v)
f_test = 0.005
eta_full = (contact_density(H + f_test * D, v) / rho0 - 1) / f_test ** 2
assert abs(eta_full / eta - 1) < 0.01                    # f^4 terms remain
eta2 = eta * to_um2
print(f"binding without central cell = {-levels[1] * hartree_meV:.2f} meV, "
      f"gap to excited valley states = {gap_meV:.2f} meV")
print(f"eta along, across valley axis = {c_par[0]:.3f}, {c_per[0]:.3f}")
print(f"eta averaged = {eta:.4f}; coupled valleys, finite field = {eta_full:.4f}")
print(f"eta2 = {eta2:.3e} um^2/V^2 = {eta2 * 1e-12:.3e} m^2/V^2")
print(f"eta2, other Gaussian basis = {eta_basis * to_um2:.3e} um^2/V^2")
print(f"eta2, core radius {2 * core_nm} nm = {eta_wide * to_um2:.3e} um^2/V^2")
print(f"eta2, isotropic mass = {eta_iso * to_um2:.3e} um^2/V^2")
print(f"eta2, hydrogenic without central cell = "
      f"{float(eta_hydrogen) * to_um2:.3e} um^2/V^2")
relative = eta2 * field ** 2
print(f"relative shift of A = {relative:.3e}, shift = "
      f"{relative * A0_MHz * 1e3:.1f} kHz")
print(f"slope dA/dE at built-in field {field} V/um = "
      f"{2 * eta2 * field * A0_MHz * 1e3:.1f} kHz per V/um")

# ---------- 6. Size of neglected effects ----------
full_shift = contact_density(H + f * D, v) / rho0 - 1
print(f"finite-field relative shift = {full_shift:.3e} "
      f"(beyond f^2: {full_shift - relative:.1e})")


def repopulation_loss(splitting):
    """Contact loss for one valley axis shifted against the other two."""
    total = 0.0
    for s in (splitting, -splitting):
        h = assemble(axes, lam, [2 * s / 3, -s / 3, -s / 3])[0]
        total += contact_density(h, v) / rho0 - 1
    return total / 2


strain, deformation_eV = 1e-4, 9.0
split = strain * deformation_eV * 1e3 / hartree_meV
loss = repopulation_loss(split)
assert loss < 0 and abs(repopulation_loss(2 * split) / loss - 4) < 0.2
field_split = (c_par[1] - c_per[1]) * f ** 2
print(f"strain {strain:.0e}, deformation potential {deformation_eV} eV: "
      f"relative shift {loss:.2e}")
print(f"valley splitting by field = {field_split * hartree_meV:.2e} meV, "
      f"repopulation shift = {loss * (field_split / split)**2:.1e}")
print(f"barrier lowering by field = {2 * np.sqrt(f) * hartree_meV:.1f} meV")
root = np.sqrt(binding ** 2 - 4 * f)
z1, z2 = (binding - root) / (2 * f), (binding + root) / (2 * f)
action = 2 * quad(lambda z: np.sqrt(max(0.0, 2 * masses[0]
                  * (binding - 1 / z - f * z))), z1, z2, limit=200)[0]
attempt = binding_meV * 1e-3 * const.e / const.h
print(f"tunnelling exponent (light mass) = {action:.1f}, "
      f"rate about {attempt * np.exp(-action):.0e} 1/s")
print(f"path on which a free carrier gains the binding energy = "
      f"{binding_meV / field:.0f} nm")
kT = const.k * temperature / const.e * 1e3
print(f"thermal weight of 5 excited valley states = {5 * np.exp(-gap_meV / kT):.0e}")
distance_nm = 30.0
defect = const.e / (4 * np.pi * const.epsilon_0 * eps_r
                    * (distance_nm * 1e-9) ** 2) * 1e-6
print(f"field of a unit charge at {distance_nm:.0f} nm = {defect:.3f} V/um")
print("success")
```

Printed output:

```
T_d operations: 24
invariants of rank 1, 2, 3: 0, 1, 1
T_d model, sum over states: eta = -1.0970 (oscillator units)
  field (0, 0, 1): even/f^2 = -1.0964, odd part = 2.2e-16
  field (1, 1, 0): even/f^2 = -1.0966, odd part = 0.0e+00
  field (1, 1, 1): even/f^2 = -1.0966, odd part = -1.2e-05
  [111] odd part, field doubled: factor 7.97
  interface-like term added: odd part -1.27e-02, doubled field: factor 1.993
  <xy> odd in Ez: 4.50e-03, doubled field: factor 1.999
hydrogenic closed form: eta = -31/2, energy/f^2 = -9/4 Ha
hydrogenic, Gaussian basis: eta = -15.500, energy/f^2 = -2.2500 Ha
inputs: mt = 0.19, ml = 0.92, eps_r = 11.7, binding = 45.0 meV, A0 = 120.0 MHz
field = 0.5 V/um = 0.005 MV/cm, T = 4.0 K, core radius = 0.2 nm
mean mass = 0.2583, a* = 2.397 nm, Ha* = 51.35 meV, f = 0.02334
binding without central cell = 29.65 meV, gap to excited valley states = 15.35 meV
eta along, across valley axis = -0.667, -1.735
eta averaged = -1.3789; coupled valleys, finite field = -1.3792
eta2 = -3.004e-03 um^2/V^2 = -3.004e-15 m^2/V^2
eta2, other Gaussian basis = -3.004e-03 um^2/V^2
eta2, core radius 0.4 nm = -3.016e-03 um^2/V^2
eta2, isotropic mass = -2.772e-03 um^2/V^2
eta2, hydrogenic without central cell = -3.377e-02 um^2/V^2
relative shift of A = -7.510e-04, shift = -90.1 kHz
slope dA/dE at built-in field 0.5 V/um = -360.5 kHz per V/um
finite-field relative shift = -7.537e-04 (beyond f^2: -2.7e-06)
strain 1e-04, deformation potential 9.0 eV: relative shift -7.78e-04
valley splitting by field = 9.11e-03 meV, repopulation shift = -8.0e-08
barrier lowering by field = 15.7 meV
tunnelling exponent (light mass) = 47.4, rate about 3e-08 1/s
path on which a free carrier gains the binding energy = 90 nm
thermal weight of 5 excited valley states = 2e-19
field of a unit charge at 30 nm = 0.137 V/um
success
```
